# Adiabatic and Isothermal Bulk Modulus of Copper

## Problem

Copper in a chip is squeezed or stretched when a change of temperature would make it expand by a different amount than its surroundings. Its resistance to a change of volume depends on whether it can exchange heat while it is squeezed. Take a volumetric expansion coefficient $\alpha=5\times10^{-5}\ \mathrm{K^{-1}}$, a Grüneisen parameter $\gamma=2$ and a temperature $T=300$ K.

(a) Show that the adiabatic bulk modulus exceeds the isothermal one by three percent.

(b) With a rough isothermal modulus of 140 GPa, find the adiabatic modulus. By how much does the copper warm when the pressure is raised adiabatically by 100 MPa, and how much of that pressure is due to the warming?

(c) How do a higher temperature, the rounding of the inputs and a built-in stress affect the answer?

The definitions are

$$K_T=-V\left(\frac{\partial P}{\partial V}\right)_T,\qquad K_S=-V\left(\frac{\partial P}{\partial V}\right)_S,$$

$$\alpha=\frac1V\left(\frac{\partial V}{\partial T}\right)_P,\qquad \gamma=V\left(\frac{\partial P}{\partial U}\right)_V .$$

Here $P$ is hydrostatic pressure, positive in compression, $V$ is volume, $S$ entropy and $U$ internal energy. The amount of copper is fixed, changes are small and reversible, and all coefficients refer to the same state. The coefficient $\alpha$ describes volume; for copper, a cubic crystal, it is three times the linear coefficient.

## Hints

1. Regard $P$ as a function of $V$ and $T$. Along an adiabatic path both arguments change. Which extra term does this add to the slope $\partial P/\partial V$?
2. The extra term contains the pressure rise on heating at fixed volume. Express it through $\alpha$ and $K_T$ by setting $dV=0$ in the differential of $V(T,P)$.
3. It also contains the change of temperature with volume at fixed entropy. Set $dS=0$ and use a Maxwell relation from the Helmholtz free energy.
4. At fixed volume no work is done, so $dU=C_V\,dT$. This connects $\gamma$ with the heat capacity $C_V$.
5. For part (b), find the volume change from $K_S$ first, and the temperature change from the volume change.

## Full solution

### (a) The ratio of the moduli

**The extra term.** For any small change,

$$dP=\left(\frac{\partial P}{\partial V}\right)_T dV+\left(\frac{\partial P}{\partial T}\right)_V dT .$$

Along a path of constant entropy, $dT=(\partial T/\partial V)_S\,dV$. Dividing by $dV$ gives

$$\left(\frac{\partial P}{\partial V}\right)_S=\left(\frac{\partial P}{\partial V}\right)_T+\left(\frac{\partial P}{\partial T}\right)_V\left(\frac{\partial T}{\partial V}\right)_S. \tag{1}$$

The first term on the right is the isothermal response. The second is the pressure caused by the temperature change that accompanies the compression.

**Pressure from heating at fixed volume.** From the definitions of $\alpha$ and $K_T$,

$$dV=\left(\frac{\partial V}{\partial T}\right)_P dT+\left(\frac{\partial V}{\partial P}\right)_T dP=\alpha V\,dT-\frac{V}{K_T}\,dP .$$

The minus sign appears because the volume falls when the pressure rises. Setting $dV=0$ and solving for $dP/dT$,

$$\left(\frac{\partial P}{\partial T}\right)_V=\alpha K_T . \tag{2}$$

A solid that would expand on heating, but is prevented from doing so, builds up pressure.

**The Grüneisen parameter.** At fixed volume $dU=C_V\,dT$, so a derivative with respect to $U$ is $1/C_V$ times the derivative with respect to $T$. With (2),

$$\gamma=\frac{V}{C_V}\left(\frac{\partial P}{\partial T}\right)_V=\frac{\alpha K_T V}{C_V}. \tag{3}$$

Here $C_V$ is the heat capacity of the amount of material that fills $V$.

**Temperature along an adiabatic path.** The Helmholtz free energy obeys $dF=-S\,dT-P\,dV$. Its mixed second derivatives are equal, hence

$$\left(\frac{\partial S}{\partial V}\right)_T=\left(\frac{\partial P}{\partial T}\right)_V .$$

The entropy change is therefore

$$dS=\frac{C_V}{T}\,dT+\left(\frac{\partial P}{\partial T}\right)_V dV .$$

With $dS=0$,

$$\left(\frac{\partial T}{\partial V}\right)_S=-\frac{T}{C_V}\left(\frac{\partial P}{\partial T}\right)_V=-\frac{\gamma T}{V}, \tag{4}$$

where the last step uses the first equality in (3). For positive $\gamma$, compression ($dV<0$) warms the solid.

**Result.** Insert (2) and (4) in (1) and multiply by $-V$:

$$K_S=K_T-V\,(\alpha K_T)\left(-\frac{\gamma T}{V}\right)=K_T+\alpha\gamma T\,K_T .$$

The two minus signs cancel, and division by $K_T$ gives

$$\boxed{\frac{K_S}{K_T}=1+\alpha\gamma T} \tag{5}$$

For the given copper,

$$\alpha\gamma T=(5\times10^{-5}\ \mathrm{K^{-1}})(2)(300\ \mathrm K)=0.03 .$$

The adiabatic modulus is three percent above the isothermal one, relative to $K_T$. The linear expansion coefficient, put in place of $\alpha$ by mistake, would give one percent.

**Sign and limits.** Equation (3) turns the excess into

$$\alpha\gamma T=\frac{\alpha^2K_TVT}{C_V}. \tag{6}$$

In a stable solid $K_T$ and $C_V$ are positive, so the excess cannot be negative. A material that contracts on heating has negative $\alpha$ and negative $\gamma$. It cools when compressed, but cooling at fixed volume raises its pressure, so it too is stiffer adiabatically. If $\alpha=0$ at the state considered, the moduli are equal. They also approach each other as $T\to0$, provided $\gamma$ stays finite, because both $\alpha$ and $T$ then vanish.

**Connection with heat capacities.** At constant pressure $dV=\alpha V\,dT$. Putting this in the expression for $dS$ and multiplying by $T/dT$,

$$C_P=C_V+T(\alpha K_T)(\alpha V),\qquad \frac{C_P}{C_V}=1+\frac{\alpha^2K_TVT}{C_V}=\frac{K_S}{K_T}.$$

The three percent therefore also separates the two heat capacities.

**A numerical test.** The derivation uses no model of the atomic vibrations. To test it on a case where $\gamma$ is not put in by hand, take a free energy per mole with reference volume 7.1 cm³ and $v$ the volume divided by that reference. Its static pressure is $(K_0/K')(v^{-K'}-1)$ with $K_0=145$ GPa and $K'=5.5$. Each atom has one oscillator with characteristic temperature $180\,v^{-2.4}$ K and two with $280\,v^{-1.7}$ K. The electrons add $-\tfrac12\Gamma v^{0.9}T^2$, with $\Gamma=7\times10^{-4}\ \mathrm{J\,mol^{-1}K^{-2}}$. These are copper-like test parameters, not a calculation of copper.

At zero pressure and 300 K, finite differences give $\alpha=46.965\times10^{-6}\ \mathrm{K^{-1}}$ and $\gamma=1.9304$. Following the isentrope and the isotherm numerically gives an excess of 2.71987 %, and $\alpha\gamma T$ gives the same digits. At 100 K both routes give 0.60805 %. With all volume exponents of the thermal terms reversed in sign, $\alpha$ and $\gamma$ are negative, yet both routes give a positive excess of 2.45243 %. With these exponents set to zero, the expansion and the excess vanish. These cases bear out both the formula and its explanation.

### (b) The size of the effect

The adiabatic modulus is

$$K_S=1.03\times140\ \mathrm{GPa}=144.2\ \mathrm{GPa},$$

which is 4.2 GPa above $K_T$. A pressure step $\Delta P=100$ MPa is small compared with either modulus, so the linear relations hold to about 0.2 %; the rise of the modulus with pressure ($dK/dP\approx5.5$) would change the 6.93 below to 6.92. The relative volume decrease is

$$\frac{-\Delta V}{V}=\frac{\Delta P}{K_S}=\frac{0.100\ \mathrm{GPa}}{144.2\ \mathrm{GPa}}=6.93\times10^{-4},$$

or about 0.069 %. Equation (4) gives the warming,

$$\Delta T=\gamma T\,\frac{-\Delta V}{V}=2\times300\ \mathrm K\times6.93\times10^{-4}=0.416\ \mathrm K .$$

At the final volume, the pressure consists of two parts:

$$K_T\frac{-\Delta V}{V}=97.09\ \mathrm{MPa},\qquad \alpha K_T\,\Delta T=2.91\ \mathrm{MPa}.$$

The first would be needed at constant temperature. The second is thermal pressure. Their ratio is 0.03, as in part (a). The thermal part is 2.91 % of the total because the total refers to $K_S$: $0.03/1.03=0.0291$.

If the volume is then held fixed while the copper cools back to 300 K, the pressure falls by 2.91 MPa. If the pressure is held fixed instead, the copper shrinks a little further, to the isothermal volume. The warming is proportional to the compression, so the thermal share does not depend on the size of a small step: the thermal strain $\alpha\Delta T\approx2\times10^{-5}$ is three percent of the compression $6.9\times10^{-4}$, and a step ten times smaller gives the same ratio.

### (c) How firm is the three percent?

**Temperature.** With $\alpha$ and $\gamma$ held at the given values, (5) gives an excess of 4.0 % at 400 K, a hot operating chip, and 7.0 % at 700 K. The linear growth comes from holding both coefficients fixed. Copper's expansion coefficient rises with temperature, so if $\gamma$ stays near 2 the true excess at 700 K lies somewhat above 7 %.

**Rounded inputs.** By (3), $\alpha$, $\gamma$, $K_T$, $V$ and $C_V$ are not independent. With a rough molar volume of 7.1 cm³/mol, the inputs imply

$$C_V=\frac{\alpha K_TV}{\gamma}=\frac{(5\times10^{-5})(140\times10^9)(7.1\times10^{-6})}{2}\ \mathrm{\frac{J}{mol\,K}}=24.85\ \mathrm{\frac{J}{mol\,K}} .$$

The Debye model of harmonic lattice vibrations, with a rough Debye temperature of 320 K, gives 23.58 J/(mol K) at 300 K. Keeping $\alpha$, $K_T$ and $V$ and using this heat capacity instead, one finds

$$\gamma=2\times\frac{24.85}{23.58}=2.11,\qquad \alpha\gamma T=3.16\ \% .$$

The rounded inputs thus fit together to about five percent of the excess, and "three percent" is as many digits as they support. The Debye value is itself an estimate: it leaves out the electronic and anharmonic heat capacities.

**Built-in stress.** Tension pulls the atoms apart and, in the test model above, softens the solid. A hydrostatic tension of 200 MPa at 300 K changes the model's $K_T$ by $-0.80$ %, relative to its unstressed value. A leading estimate from the static part alone is $-K'\times0.2\ \mathrm{GPa}/K_0=-0.76$ %. This is about a quarter of the three percent sought. A measurement meant to separate $K_S$ from $K_T$ must therefore compare them at the same stress.

**The real case.** The values of $\alpha$, $\gamma$ and $K_T$ used here are rounded values for bulk copper near room temperature. The excess they give is realistic (measured data give about 2.9 %), but 140 GPa is about five percent high: ultrasonic elastic constants give $K_S\approx137$ GPa and hence $K_T\approx133$ GPa. The 144.2 GPa of part (b) should therefore not be quoted as the adiabatic modulus of copper, and the measured heat capacity of about 3.44 MJ/(m³ K) would shorten the cooling time of Variation 2 from 8.1 to about 7.4 ns. Copper on a chip differs from the ideal sample in several ways. Its stress is generally not hydrostatic, it may contain voids, and its grains may share a preferred orientation. For the number found here, the assumption most easily broken is that of no heat exchange. Under slow loading the copper stays at the temperature of its surroundings, and the excess falls from three percent towards zero. The second variation estimates how slow is slow enough.

## Variation 1: Young's modulus

*A copper bar is pulled along its axis while its sides are free. By how much do the adiabatic and isothermal Young's moduli differ? Treat the copper as a uniform isotropic solid with a rough shear modulus $G=48$ GPa.*

**Solution.** Split the tensile stress $\sigma$ into a mean stress $\sigma/3$ and a shape-changing part, whose axial component is $2\sigma/3$. The mean stress produces a relative volume change $\sigma/(3K)$, one third of which is axial strain. The other part produces an axial strain $(2\sigma/3)/(2G)$. Adding them and dividing by $\sigma$,

$$\frac1E=\frac1{9K}+\frac1{3G},\qquad E=\frac{9KG}{3K+G}. \tag{7}$$

In an isotropic solid, a change of shape at constant volume does not change the entropy to first order in strain: reversing the sign of a simple shear gives an equivalent state, so no linear term can appear. To linear order, $G$ is then the same for adiabatic and isothermal loading, and only $K$ changes in (7):

$$E_T=\frac{9(140)(48)}{3(140)+48}\ \mathrm{GPa}=129.23\ \mathrm{GPa},\qquad E_S=129.62\ \mathrm{GPa}.$$

To see why the difference is so small, subtract the inverse moduli:

$$\frac1{E_T}-\frac1{E_S}=\frac19\left(\frac1{K_T}-\frac1{K_S}\right)=\frac{K_S-K_T}{9K_TK_S}=\frac{\alpha\gamma T}{9K_S}.$$

Multiplication by $E_S$ gives

$$\frac{E_S}{E_T}-1=\frac{E_S}{9K_S}\,\alpha\gamma T=\frac{129.62}{9\times144.2}\times3\ \%=0.30\ \% .$$

The factor $E_S/(9K_S)$, about one tenth, is the share of the axial strain that comes from the change of volume. The rest comes from the change of shape, which has no thermal part at this order.

The same result follows from the cooling of the stretched bar. Let $\alpha_L=\alpha/3$ be the linear expansion coefficient and $c_P$ the heat capacity per volume at constant stress. Zero entropy change requires $c_P\Delta T/T+\alpha_L\sigma=0$, so

$$\Delta T=-\frac{\alpha_LT\sigma}{c_P},\qquad \frac1{E_S}=\frac1{E_T}-\frac{\alpha_L^2T}{c_P}.$$

The bar cools, contracts slightly, and so appears stiffer. Solving the strain and entropy equations numerically for $\sigma=1$ MPa reproduces the $E_S$ obtained from (7). In a bending or tensile test, the choice between adiabatic and isothermal thus matters about ten times less than in hydrostatic compression. For copper with strongly aligned grains, (7) must be replaced by the full elastic stiffness tensor.

## Variation 2: which modulus for a thin film?

*A copper film of thickness $w=100$ nm lies between two thick oxide layers. It is suddenly warmed by compression. How long does it take to lose half of its temperature rise, and which modulus applies to slow loading? Take rough oxide values: conductivity $k=1.4$ W/(m K) and heat capacity per volume $c=1.7$ MJ/(m³ K).*

**Solution.** Copper conducts heat far better than oxide, so treat the film temperature as uniform. Assume perfect thermal contact and neglect any warming of the oxide by its own compression. From (3) and the ratio $C_P/C_V$, the heat capacity of copper per volume is

$$c_P=\frac{\alpha K_T}{\gamma}(1+\alpha\gamma T)=3.60\ \mathrm{MJ/(m^3\,K)} .$$

By symmetry, each half of the film heats one oxide layer. Let $\theta(t)$ be the temperature rise of the copper divided by its initial value, and $\hat\theta(p)$ its Laplace transform. In the initially cold oxide, the diffusion equation $c\,\partial_t\theta_{\rm ox}=k\,\partial_x^2\theta_{\rm ox}$ has the decaying solution $\hat\theta\,e^{-x\sqrt{pc/k}}$. The heat flux at the surface is $-k$ times its slope there, $\sqrt{kc\,p}\,\hat\theta$. The heat balance of half the film is

$$\frac{c_Pw}{2}\,(p\hat\theta-1)=-\sqrt{kc\,p}\;\hat\theta .$$

Solving for $\hat\theta$ and transforming back,

$$\hat\theta=\frac1{p+a\sqrt p},\qquad \theta(t)=e^{a^2t}\,\mathrm{erfc}(a\sqrt t),\qquad a=\frac{2\sqrt{kc}}{c_Pw}. \tag{8}$$

Here erfc is the complementary error function. The rise has halved when $a\sqrt t\approx0.77$. The numbers give $a\approx8.6\times10^3\ \mathrm{s^{-1/2}}$ and

$$t_{1/2}=8.1\ \mathrm{ns}.$$

A direct simulation of the heat flow, with oxide 1200 nm thick on each side, also gives 8.1 ns. Imperfect contact slows the cooling: a thermal contact resistance of $10^{-8}\ \mathrm{m^2\,K/W}$ at each interface would raise the time to about 9.8 ns. The neglected warming of the oxide matters as much: silica with a rough volumetric expansion of $1.6\times10^{-6}\ \mathrm{K^{-1}}$, under the same pressure step, warms about 7 % as much as the copper. This raises the time to about 10.5 ns and leaves that fraction of the rise until the oxide itself cools.

The corresponding frequency scale, $1/(2\pi t_{1/2})$, is about 20 MHz. For uniform loading far below it, the film stays close to the oxide temperature and the isothermal moduli apply; far above it, the adiabatic ones apply. These are $K_T$ and $K_S$ only if the stress in the film is hydrostatic. A bonded film that cannot spread sideways responds to normal loading with $K+4G/3$, whose adiabatic excess is $4.2/204\approx2.1$ % for $G=48$ GPa. The change is gradual: in this model, about a tenth of the adiabatic excess still remains at a frequency a hundred times below the scale. At late times (8) falls only as $1/(a\sqrt{\pi t})$, because the oxide near the film has itself become warm.

Thermal cycling of a chip over seconds is therefore deep in the isothermal regime for such a film. Since $a\propto1/w$, the half-cooling time grows as $w^2$: in the same geometry, a film ten times thicker needs a hundred times longer. The half-cooling time requires oxide at least about twice as thick as the diffusion length $\sqrt{kt_{1/2}/c}\approx80$ nm, a length that grows in proportion to $w$. The slow tail needs much more: the tenth remaining at a hundredfold lower frequency assumes oxide about a micrometre thick. With 160 nm the in-phase remainder lies between almost zero (heat sink behind the oxide) and 0.4 (insulated outer face). In dense wiring the neighbouring lines may be closer than that, and if they are compressed at the same moment they warm too. Heat then has to leave by a longer path, and the cooling is slower than (8) predicts.

The numerical output below lists the main inputs and results.

## Computed results

```
MODEL TEST (not real copper)
300 K: alpha = 46.965 1e-6/K, gamma = 1.9304
  excess from isentrope = 2.71987 %, from formula = 2.71987 %
100 K: alpha = 30.630 1e-6/K, gamma = 1.9851
  excess from isentrope = 0.60805 %, from formula = 0.60805 %
300 K, reversed: alpha = -42.347 1e-6/K, gamma = -1.9304
  excess from isentrope = 2.45243 %, from formula = 2.45243 %
300 K, no volume dependence: alpha = 0.000 1e-6/K, gamma = 0.0000
  excess from isentrope = 0.00000 %, from formula = 0.00000 %
COPPER EXAMPLE
alpha = 5.0e-05 1/K, gamma = 2.0, T = 300 K
K_S/K_T = 1.0300, excess = 3.00 %
K_T (rough input) = 140.0 GPa
K_S = 144.2 GPa, K_S - K_T = 4.2 GPa
pressure step = 100 MPa
relative volume decrease = 0.0693 %
adiabatic warming = 0.416 K
isothermal part of step = 97.09 MPa
thermal part of step = 2.91 MPa
LIMITS
excess at 400 K, fixed alpha and gamma = 4.0 %
excess at 700 K, fixed alpha and gamma = 7.0 %
molar volume (rough) = 7.1 cm3/mol
Debye temperature (rough) = 320 K
C_V implied by inputs = 24.85 J/(mol K)
C_V from Debye model = 23.58 J/(mol K)
gamma from Debye C_V = 2.11
excess from Debye C_V = 3.16 %
hydrostatic tension = 200 MPa
model change of K_T under tension = -0.80 %
shear modulus (rough) = 48 GPa
Young's modulus: isothermal = 129.23 GPa, adiabatic = 129.62 GPa
Young's modulus excess = 0.30 %
copper film thickness = 100 nm
oxide conductivity (rough) = 1.4 W/(m K)
oxide heat capacity (rough) = 1.7 MJ/(m3 K)
copper heat capacity from inputs = 3.60 MJ/(m3 K)
half-cooling time: simulated = 8.1 ns, analytic = 8.1 ns
frequency scale 1/(2 pi time) = 20 MHz
```
